# Direct ring coupled cluster doubles and the random phase approximation, part 2

How is direct ring coupled cluster doubles (CCD) related to the random phase approximation (RPA)? Orbitals are real and equations are in atomic units; $i,j$ are occupied and $a,b$ virtual. The CCD energy is

$$E=\tfrac14\sum_{ijab}\langle ij||ab\rangle t_{ij}^{ab}=\tfrac12\sum_{ijab}\langle ij|ab\rangle t_{ij}^{ab}.$$

Direct ring CCD keeps only ring terms without exchange and uses the second form. For $n$ pairs $p=(ia)$, $q=(jb)$, its amplitudes form the matrix $T$:

$$B+AT+TA+TBT=0,\qquad E=\tfrac12\operatorname{Tr}(BT).\tag{1}$$

The RPA problem is

$$AX+BY=\omega X,\qquad BX+AY=-\omega Y.\tag{2}$$

$A$ and $B$ are real and symmetric, with $A\pm B$ positive definite. The eigenvalues are $\pm\omega_\nu$, with $n$ positive frequencies $\omega_\nu$ forming the diagonal matrix $\Omega$. Their eigenvectors, the columns of $X$ and $Y$, obey

$$X^TX-Y^TY=1,\tag{3}$$

$$X^TY=Y^TX.\tag{4}$$

The root $T=YX^{-1}$ satisfies $A+BT=X\Omega X^{-1}$. It is the only contractive root (all singular values below 1). Every other real root comes in the same way from another choice of $n$ eigenvectors; symmetric roots take one from each $\pm\omega_\nu$ pair.

Part (a): for closed-shell molecules, $A=D+K$ and $B=K$, where $D$ is diagonal with gaps $d_p=\varepsilon_a-\varepsilon_i>0$. $K_{ia,jb}=2(ia|jb)$ is positive semidefinite, and $(ia|jb)$ is the Coulomb integral between $\phi_i\phi_a$ and $\phi_j\phi_b$. Spin-conserving spin-orbital pairs have four equal coupling blocks $(ia|jb)$, which reduce to this singlet block and an uncoupled one. Spin-flip pairs are also uncoupled.

Part (f): treating pairs as bosons gives the model

$$H_B=\sum_{pq}A_{pq}b_p^\dagger b_q+\tfrac12\sum_{pq}B_{pq}(b_p^\dagger b_q^\dagger+b_pb_q).$$

A symmetric root gives the formal eigenstate $\exp(\tfrac12\sum_{pq}T_{pq}b_p^\dagger b_q^\dagger)|0\rangle$, normalizable only if $T$ is contractive.

The three-pair model, with 20 roots, has

$$A=\begin{pmatrix}1.00&0.20&0.10\\0.20&1.40&0.15\\0.10&0.15&2.00\end{pmatrix},\quad B=\begin{pmatrix}0.30&0.10&0.05\\0.10&0.40&0.20\\0.05&0.20&0.50\end{pmatrix}.$$

### (h) The energy in terms of frequencies

**Express $E$ through the RPA frequencies. What energies do the other roots give?**

*Solution.* Take the trace of $A+BT=X\Omega X^{-1}$. The trace is unchanged by a similarity transformation, so $\operatorname{Tr}A+\operatorname{Tr}(BT)=\operatorname{Tr}\Omega$ and

$$E=\tfrac12\operatorname{Tr}(BT)=\tfrac12\Big(\sum_\nu\omega_\nu-\operatorname{Tr}A\Big).\tag{7}$$

This is the plasmon formula. The trace of $A$ is the sum of its eigenvalues, which are the excitation energies obtained from (2) when $B$ is set to zero (the Tamm-Dancoff approximation). In the boson model of part (f), (7) is the change in zero-point energy, $\tfrac12\omega$ per oscillator, caused by the terms that create and destroy two pairs at once.

For any other root the same trace gives $\tfrac12(\sum'\omega-\operatorname{Tr}A)$, where the primed sum runs over the chosen eigenvalues. No choice of $n$ eigenvalues has a larger sum than the $n$ positive ones, and any choice that contains a negative one has a smaller sum. All other roots therefore lie lower in energy. Choosing the lowest energy would select the wrong root. The ring equation does not come from minimizing this energy, and in the boson model of part (f) the other symmetric roots, not being contractive, give no normalizable state.

In the three-pair model the positive frequencies are 0.880874, 1.374549 and 1.958233, with sum 4.213656, and $\operatorname{Tr}A=4.4$. Hence

$$E=\tfrac12(4.213656-4.4)=-0.093172.$$

Replacing one frequency $\omega_\nu$ by $-\omega_\nu$ lowers the energy by $\omega_\nu$. The smallest such step leads to $-0.093172-0.880874=-0.974046$, which is the next highest energy among the 20 roots.

### (i) The Green's function form

**For $A=D+K$ and $B=K$, write $E$ as an integral over imaginary frequency that contains no RPA eigenvectors. Find the sign of $E$.**

*Solution.* A noninteracting particle-hole pair with gap $d$ decays in imaginary time as $e^{-d|\tau|}$, where the two signs of $\tau$ are the two time orders. The Fourier transform is

$$\int_{-\infty}^{\infty}d\tau\,e^{iu\tau}e^{-d|\tau|}=\frac1{d-iu}+\frac1{d+iu}=\frac{2d}{d^2+u^2}.$$

Let $P(u)=2D(D^2+u^2)^{-1}$ be the diagonal matrix of these pair propagators. Consider

$$\det(1+PK)=\frac{\det(D^2+u^2+2DK)}{\det(D^2+u^2)}.$$

The matrix in the numerator is similar to a symmetric one, because

$$D^2+2DK=D^{1/2}WD^{-1/2},\qquad W=D^2+2D^{1/2}KD^{1/2}.$$

The eigenvalues of $W$ are the squared RPA frequencies. To see this, add and subtract the two equations in (2):

$$(A+B)(X+Y)=\omega(X-Y),\qquad (A-B)(X-Y)=\omega(X+Y).$$

Here $A-B=D$, so $X-Y=\omega D^{-1}(X+Y)$. Since $A+B=D+2K$, the first equation becomes $(D+2K)(X+Y)=\omega^2D^{-1}(X+Y)$. Set $X+Y=D^{1/2}f$ and multiply from the left by $D^{1/2}$. The result is $Wf=\omega^2f$. The $n$ vectors $f$ are independent because, for the full matrices, $(X-Y)^T(X+Y)=X^TX-Y^TY+X^TY-Y^TX=1$, so that $X+Y$ is invertible. All eigenvalues of $W$ are thus accounted for, and

$$\det(1+PK)=\prod_\nu\frac{\omega_\nu^2+u^2}{d_\nu^2+u^2}.$$

The logarithm is integrated with

$$\int_{-\infty}^{\infty}\frac{du}{2\pi}\ln\frac{\omega^2+u^2}{d^2+u^2}=\omega-d.$$

Indeed, the integral vanishes at $\omega=d$, and its derivative with respect to $\omega$ is $\int\frac{du}{2\pi}\frac{2\omega}{\omega^2+u^2}=1$. The same elementary integral gives $\int\frac{du}{2\pi}\operatorname{Tr}(PK)=\operatorname{Tr}K$. Subtracting, and using $\operatorname{Tr}A=\operatorname{Tr}D+\operatorname{Tr}K$ with (7),

$$E=\frac1{4\pi}\int_{-\infty}^{\infty}du\,\big[\ln\det(1+PK)-\operatorname{Tr}(PK)\big].\tag{8}$$

Where the logarithm can be expanded, the bracket is

$$-\tfrac12\operatorname{Tr}(PK)^2+\tfrac13\operatorname{Tr}(PK)^3-\dots$$

The term with $m$ factors is a closed ring of $m$ pair propagators joined by $m$ interactions, which gives the method its name. The closed form (8) does not need the expansion to converge.

The nonzero eigenvalues $\kappa$ of $PK$ are those of the positive semidefinite matrix $P^{1/2}KP^{1/2}$. The bracket is the sum of $\ln(1+\kappa)-\kappa$, which is negative for $\kappa>0$. Hence $E<0$ unless $K=0$.

### (j) Weak coupling and small gaps

**Find $E$ to second order in $K$. Show that the full ring energy is smaller in magnitude, and examine a closing gap.**

*Solution.* To first order in $K$, the ring equation is $K_{pq}+(d_p+d_q)T_{pq}=0$. Then $T_{pq}=-K_{pq}/(d_p+d_q)$ and

$$E_2=\tfrac12\operatorname{Tr}(KT)=-\tfrac12\sum_{pq}\frac{K_{pq}^2}{d_p+d_q}=-2\sum_{ia,jb}\frac{(ia|jb)^2}{d_{ia}+d_{jb}}.\tag{9}$$

This is the direct part of second-order Møller-Plesset theory (direct MP2). The two-propagator ring in (8) gives the same result. In imaginary time the product of two propagators integrates to

$$\int\frac{du}{2\pi}P_pP_q=\int d\tau\,e^{-(d_p+d_q)|\tau|}=\frac2{d_p+d_q},$$

and the prefactor is $\tfrac12\cdot(-\tfrac12)$, so the total is $-\tfrac12\sum K_{pq}^2/(d_p+d_q)$.

To compare with the full energy, consider $g(\kappa)=\ln(1+\kappa)-\kappa+\tfrac12\kappa^2$ for $\kappa\ge0$. It vanishes at $\kappa=0$, and its derivative $1/(1+\kappa)-1+\kappa=\kappa^2/(1+\kappa)$ is not negative. So $\ln(1+\kappa)-\kappa\ge-\tfrac12\kappa^2$. Summed over eigenvalues and integrated over $u$, this gives

$$E_2\le E\le0.$$

The higher rings together reduce the second-order energy in magnitude. In physical terms, they screen the interaction.

A single pair shows how the reduction depends on the gap. For one pair with gap $d$ and coupling $K>0$, $W=d^2+2dK$ and

$$E=\tfrac12\big(\sqrt{d^2+2dK}-d-K\big),\qquad E_2=-\frac{K^2}{4d}.$$

With $x=K/d$, and using $(1+x)^2-(1+2x)=x^2$, the ratio is $E/E_2=2/(1+x+\sqrt{1+2x})$, which falls steadily from 1 toward 0 as the gap shrinks relative to the coupling. As $d\to0$ at fixed $K$, $E_2$ diverges while $E$ tends to $-K/2$. In the opposite limit, $d\gg K$, expanding the square root to second order in $K/d$ returns $E_2$. At $d=0$ itself $A-B$ is no longer positive definite, and the derivation ends there.

### (k) A molecule

**Evaluate the result for water with restricted Hartree-Fock (RHF) orbitals in the 6-31G basis, with O-H distance 0.96 Å and angle 104.5°. Compare with an iterative solution for the amplitudes.**

*Solution.* There are 5 occupied and 8 virtual spatial orbitals, hence $n=5\times8=40$ pairs. The RHF energy is $-75.9839$ hartree. In hartree, the traces are

$$\operatorname{Tr}A=\operatorname{Tr}D+\operatorname{Tr}K=230.474681+3.285027=233.759708,$$

and the RPA frequencies sum to 233.482511. The plasmon formula gives

$$E=\tfrac12(233.482511-233.759708)=-0.138599\ \text{hartree},$$

or $-3.77$ eV. The energy is a small difference of large sums, so the frequencies must be computed to more significant digits than are wanted in $E$.

The coupled-cluster route needs no eigenvectors. Let $R_{pq}$ be the left side of the ring equation for a trial $T$. Starting from $T=0$, the amplitudes are updated by

$$T_{pq}\leftarrow T_{pq}-\frac12\,\frac{R_{pq}}{d_p+d_q}.$$

If the process settles, then $R=0$ and $T$ is a root. Nothing above proves that it must settle, or that it finds the contractive root. Here it does both. After 33 updates every element of $R$ is below $10^{-11}$ hartree, and the amplitudes differ from those of $YX^{-1}$ by less than $5\times10^{-13}$. The largest singular value of $T$ is 0.194, well below 1. The energy $\tfrac12\operatorname{Tr}(BT)$ from these amplitudes and the integral (8) both agree with the plasmon formula to the eight decimals printed. So does the plasmon formula applied to the spin-conserving spin-orbital pairs with four equal coupling blocks, which checks the reduction to the singlet block in part (a). The program published with this text carries out these comparisons.

Direct MP2 gives $-0.1977$ hartree. The ring energy is 70% of this, in the order required by $E_2\le E\le0$. The lowest singlet RPA frequency, 0.7272 hartree, lies above the smallest gap, 0.7044 hartree. The theory guarantees that it cannot lie below: $W-D^2$ is positive semidefinite, so the lowest eigenvalue of $W$ is at least that of $D^2$. Equality is possible; in the uncoupled spin blocks of part (a) the frequencies are the gaps themselves. This frequency is not an estimate of the first excitation energy of water. Direct RPA on Hartree-Fock orbitals lacks the attraction between the electron and its hole; with exchange included in $A$ and $B$, the lowest frequencies in the same basis lie at 0.31 to 0.34 hartree, well below the gap.

The agreement confirms an identity between two methods and says nothing about how close either comes to the true correlation energy of water. Both leave out exchange in the rings, ladder terms, single excitations and connected triple and higher excitations. The basis is also small, and the numbers above are far from converged in it. At the same geometry the ring energy is $-0.231$ hartree in cc-pVDZ, $-0.328$ in cc-pVTZ and $-0.388$ in cc-pVQZ. Direct MP2 reaches $-0.483$ hartree in cc-pVQZ, where the ratio of the two is 80%. In aug-cc-pVDZ the smallest gap and the lowest frequency fall to 0.545 and 0.548 hartree. Replacing the Coulomb integrals in $A$ and $B$ by antisymmetrized ones keeps the matrix form of the amplitude equation in (1), although the amplitudes are still not antisymmetric. The energy does change. The coupled-cluster expression is then the first form given at the start, $\tfrac14\operatorname{Tr}(BT)$ over all spin-orbital pairs, which is half of (7); the factor $\tfrac12$ would give twice the MP2 energy at second order. Triplet and spin-flip pairs now contribute, so the reduction to a singlet block is lost. In that case part (a) no longer guarantees that $A\pm B$ are positive definite, and parts (i) and (j), which use $A-B=D$, do not apply. Other extensions change the form itself. An exchange counterpart of a ring term puts the $(ib),(ja)$ element of a matrix product into the equation for the $(ia),(jb)$ amplitude. A ladder term sums over both virtual indices, or both occupied indices, of one amplitude, not over one pair index. Singles and higher excitations add unknowns besides $T$. In these cases the equation no longer consists only of the products $AT$, $TA$ and $TBT$ with fixed $A$ and $B$, and the proof given here does not apply.

## Table of computed values

```
ONE PAIR (model energy units)
A = 1.0, B = 0.6, positive frequency = 0.800000
physical root: T = -0.333333, energy = -0.100000
other root:    T = -3.000000, energy = -0.900000
B = 1.2: T = -0.8333 +/- 0.5528 i, |Im frequency| = 0.6633
THREE PAIRS (model energy units)
A rows: 1.00 0.20 0.10; 0.20 1.40 0.15; 0.10 0.15 2.00
B rows: 0.30 0.10 0.05; 0.10 0.40 0.20; 0.05 0.20 0.50
positive frequencies: 0.880874 1.374549 1.958233
roots: 20, symmetric: 8, contractive: 1
contractive root: energy = -0.093172, largest singular value = 0.188373
next highest root energy = -0.974046
WATER, RHF/6-31G orbitals (energies in hartree)
O-H = 0.96 angstrom, H-O-H angle = 104.5 degrees
occupied = 5, virtual = 8, pairs n = 40
RHF total energy = -75.983940
smallest gap = 0.704364, lowest frequency = 0.727227
sum of gaps = 230.47468149
Tr K = 3.28502681
Tr A = 233.75970829
sum of frequencies = 233.48251066
largest singular value of T = 0.194376
largest ring-equation residual of Y X^-1 = 7.0e-14
amplitude updates from T = 0: 33
largest |T(iterated) - Y X^-1| = 4.2e-13 (no unit)
energy from iterated amplitudes = -0.13859881
energy from plasmon formula     = -0.13859881
energy from frequency integral  = -0.13859881
energy from spin-orbital pairs  = -0.13859881
direct MP2 energy               = -0.19770733
weak-coupling estimate of it    = -0.197715
ring energy in eV = -3.7715
```
